\section*{Choosing the electron–atom friction in two-temperature molecular dynamics}

\section{A pulse of 87 eV and an error of 404 eV}

A simulated bar of platinum-like crystal, 2304 atoms in 34.7 nm$^3$, receives 87 eV in its electrons. Over the next 6 ps the electrons pass 78 eV to the atoms. Suppose the electrons had been charged, along the same trajectories, with the bath force times the atomic velocity at the start of each step. They would then have been left with 404 eV too much, several times the energy of the pulse. The friction, the noise and the motion are the same in both accounts; only the rule for the energy returned differs.

The setting concerned couples atoms to a grid of electron temperatures. The user supplies a coupling constant $G$, or the friction derived from it, together with a time step and a grid. What follows derives the friction, the energy return, and the limits on the time step and the cell size.

\section{What the friction must be}

Let $m$ be the atomic mass, $n$ the number of atoms per volume, and $T_e$ the electron temperature of the cell that holds the atom. The coupling constant $G$ is the power per volume passed from electrons to atoms per kelvin of temperature difference; it is taken as constant. The atoms are classical and have no net flow. With $\mathbf F$ the force from the other atoms,
\begin{equation}
 m\,d\mathbf v=\mathbf F\,dt-\gamma\mathbf v\,dt+\sqrt{2\gamma k_BT_e}\,d\mathbf W ,
\end{equation}
where the three components of $d\mathbf W$ are independent, with mean zero and variance $dt$. Here $\gamma$ is in kg/s and the friction rate is $\gamma/m$.

The kinetic energy $K=mv^2/2$ changes by $m\mathbf v\cdot d\mathbf v+\tfrac12m|d\mathbf v|^2$. The second term must be kept because the square of the noise is of first order in $dt$: its mean is $|d\mathbf v|^2=3\,(2\gamma k_BT_e/m^2)\,dt$. The term $\mathbf F\cdot\mathbf v$ exchanges kinetic and potential energy among the atoms. The bath supplies the rest,
\begin{equation}
 \frac{d\langle K\rangle}{dt}\Big|_{\rm bath}
 =-\gamma\langle v^2\rangle+\frac{3\gamma k_BT_e}{m}
 =\frac{3\gamma k_B}{m}(T_e-T_k),
\end{equation}
where the kinetic temperature $T_k$ is defined by $m\langle v^2\rangle=3k_BT_k$. Multiplying by $n$ and requiring the power density $G(T_e-T_k)$ gives
\begin{equation}
 \gamma=\frac{mG}{3nk_B},\qquad \frac{\gamma}{m}=\frac{G}{3nk_B}.
\end{equation}

No assumption about the interatomic forces entered. They do affect how fast the temperature rises. In a harmonic solid half the energy received goes into potential energy, the heat capacity is $3nk_B$ per volume, and at fixed $T_e$ the lattice temperature approaches $T_e$ at the rate $\gamma/m$. Free atoms have half that heat capacity and approach at $2\gamma/m$. The friction is the same in both cases and needs no factor for the potential energy.

For the example, $G=6\times10^{17}$ W/(m$^3$K) and $n=66.4$ nm$^{-3}$, so
\begin{equation}
 \frac{\gamma}{m}=\frac{6\times10^{17}}{3(6.64\times10^{28})(1.381\times10^{-23})}\ {\rm s^{-1}}=0.218\ {\rm ps^{-1}} .
\end{equation}
An input that asks for a damping time wants $m/\gamma=4.58$ ps. One that asks for $\gamma$ itself wants this rate times the mass of 195.08 u, or $7.07\times10^{-14}$ kg/s.

\section{The bath step and the energy to return}

With $T_e$ held fixed during a step $dt$, friction and noise alone can be integrated without a time-step error:
\begin{equation}
 \mathbf v'=c\,\mathbf v+\sqrt{\frac{k_BT_e}{m}(1-c^2)}\;\boldsymbol\xi,
 \qquad c=e^{-\gamma dt/m},
\end{equation}
where $\boldsymbol\xi$ has three independent normal components of unit variance. The friction multiplies the old velocity by $c$. The noise variance is the one that leaves a thermal distribution at $T_e$ unchanged, since $c^2+(1-c^2)=1$.

The atom's energy gain in this step is
\begin{equation}
 \Delta K=\tfrac12m(v'^2-v^2)=\tfrac12m(\mathbf v+\mathbf v')\cdot(\mathbf v'-\mathbf v).
\end{equation}
Subtract the sum of $\Delta K$ over the atoms of a cell from that cell's electron energy. The exchange then conserves energy to rounding, step by step, whatever random numbers were drawn. The second form shows that $\Delta K$ is the impulse times the average of the old and new velocities.

\paragraph{Old velocity.} If the impulse is multiplied by $\mathbf v$ alone, the amount missing is
\begin{equation}
 \Delta K-m\mathbf v\cdot(\mathbf v'-\mathbf v)=\tfrac12m|\mathbf v'-\mathbf v|^2 .
\end{equation}
Since $\mathbf v'-\mathbf v$ consists of $-(1-c)\mathbf v$ and the independent noise, its mean is
\begin{equation}
 \tfrac32k_BT_k(1-c)^2+\tfrac32k_BT_e(1-c^2)
 \simeq 3k_BT_e\frac{\gamma\,dt}{m}.
\end{equation}
The first term is of order $dt^2$ and drops out. For the $nV$ atoms in a volume $V$, the missing power is $3nk_B(\gamma/m)VT_e=GVT_e$. It does not vanish as $dt$ is reduced, so a smaller step does not cure it. In the example the sum of $\tfrac12m|\mathbf v'-\mathbf v|^2$ was 404 eV per run, and $GV\int T_e\,dt$, with the recorded temperatures, was also 404 eV. The old-velocity account credits the electrons with the energy that friction takes from the atoms, but does not charge them for the mean energy given by the noise.

\paragraph{Mean power.} Another choice is to subtract $G(T_e-T_k)V\,dt$. This is right on average, but each trajectory also receives a random energy. To leading order that part is $\sqrt{2\gamma k_BT_e\,dt}\;\mathbf v\cdot\boldsymbol\xi$ for each atom, so its variance in one step is
\begin{equation}
 \sigma^2=2\,\frac{\gamma}{m}\,dt\sum_{\rm atoms}k_BT_e\,mv^2 .
\end{equation}
Summed over 6 ps this predicts a standard deviation of 5.4 eV. The three runs gave mismatches of 3.4, $-4.0$ and 2.7 eV, a few per cent of the 78 eV exchanged. At fixed temperatures the mismatch grows as the square root of the number of atoms and the heat grows as the number itself, so the relative error is worst in small systems.

\section{Heat conduction on the grid}

Take an electron heat capacity $C_e=sT_e$ per volume, so that the energy density is $e=sT_e^2/2$, and a conductivity $\kappa=\kappa_0T_e/T_0$. Then
\begin{equation}
 \kappa\nabla T_e=\frac{\kappa_0}{T_0}\nabla\frac{T_e^2}{2}=D\nabla e,
 \qquad D=\frac{\kappa_0}{sT_0}.
\end{equation}
Conduction is thus linear in the energy density, although it is not linear in temperature. With $s=750$ J/(m$^3$K$^2$) and $\kappa_0=70$ W/(m K) at $T_0=300$ K, $D=311$ nm$^2$/ps.

Let $L$ be the finite-difference Laplacian on a one-dimensional row of cells of width $\Delta x$, as in the example. An explicit update multiplies the most rapidly alternating mode by $1-4D\,dt/\Delta x^2$, which must not fall below $-1$. Hence $dt\le\Delta x^2/(2D)$, or 3.95 fs for $\Delta x=1.57$ nm, just below the 4 fs used for the atoms. On a three-dimensional grid of cubic cells the three directions add, the factor becomes $1-12D\,dt/\Delta x^2$, and the limit is $\Delta x^2/(6D)$.

The update $e\to\exp(dt\,D\,L)\,e$ has no such limit. The columns of $L$ sum to zero, so total energy is conserved. Adding a large enough multiple $b$ of the identity makes $DL+b$ free of negative entries, and $\exp(dt\,DL)=e^{-b\,dt}\exp[dt(DL+b)]$ then has none either, so conduction cannot make a cell energy negative. If $\kappa$ has another temperature dependence, the equation is no longer linear in $e$. Energy is still conserved when each face flux is subtracted from one cell and added to its neighbour, but the time-step limit must be examined again.

\section{The time step}

The order of operations in the example is half a force kick, half a drift, the bath step with its energy return, conduction, half a drift and half a kick. With exchange and conduction balanced, the remaining error comes from the mechanics. For one harmonic mode of frequency $\omega$, write $w=\omega^2dt^2$ and consider
\begin{equation}
 I=\tfrac12mv^2+\tfrac12m\omega^2x^2\left(1-\frac w4\right).
\end{equation}
The half kick and half drift give $v_h=v-\tfrac12\omega^2dt\,x$ and $x_h=x+\tfrac12dt\,v_h$. Inserting $v=v_h+\tfrac12\omega^2dt\,x$ cancels the $w$ term in $x^2$:
\begin{equation}
 \frac{2I}{m}=v_h^2+\omega^2dt\,v_hx+\omega^2x^2 .
\end{equation}
Inserting $x=x_h-\tfrac12dt\,v_h$, the cross terms cancel and the $v_h^2$ terms add up to
\begin{equation}
 \frac{2I}{m}=v_h^2\left(1-\frac w4\right)+\omega^2x_h^2 .
\end{equation}
The second half of the step is the mirror image of the first and preserves the same quantity. Therefore only the bath changes $I$, by $(1-w/4)\Delta K$.

The mode's energy is $I+(w/4)U$, where $U$ is its potential energy. After the mode has received heat $Q$, the total of atoms and electrons has changed by $-(w/4)Q+(w/4)\Delta U$. If the lattice is near equilibrium at the start and at the end, equipartition gives $\Delta U=Q/2$ to leading order, and the error is $-(w/8)Q$. The noise heats all modes equally on average, so for the crystal
\begin{equation}
 \Delta E_{\rm tot}\simeq-\frac{dt^2\langle\omega^2\rangle}{8}\,Q .
\end{equation}

In a face-centred cubic crystal with nearest-neighbour springs $k$, each of an atom's 12 bonds contributes $k$ to the sum of its three diagonal force constants. Hence $\langle\omega^2\rangle=12k/(3m)=4k/m$. The example has $k=338$ eV/nm$^2$, so $\langle\omega^2\rangle=669$ ps$^{-2}$. With $dt=4$ fs and $Q=78.1$ eV the formula gives $-0.104$ eV. The runs gave $-0.107$ eV, or 0.14 per cent of the heat exchanged. Runs at 8 fs gave an error 4.1 times as large, close to the factor of four of a $dt^2$ law. If the energy error does not fall in this way when $dt$ is halved, examine the return rule, whether the conduction update conserves energy, and whether the forces jump at a cutoff. Such a jump can give an error that falls only in proportion to $dt$.

\section{How small may a cell be?}

Returning energy makes $T_e$, and hence the noise, depend on the atomic velocities. Consider one cell of total energy $E$, with atomic energy $H$ and electron energy $E-H$, and let $S_e$ be the electron entropy, $dS_e/dE_e=1/T_e$. The mechanical motion preserves any probability density $\rho$ that depends on $H$ alone. For each velocity component the bath leaves $\rho$ unchanged if its probability flux vanishes:
\begin{equation}
 -\frac{\gamma}{m}v\rho-\frac{\partial}{\partial v}\left(\frac{\gamma k_BT_e}{m^2}\rho\right)=0 .
\end{equation}
For constant $\gamma$ this reads $\partial_v(T_e\rho)=-(mv/k_BT_e)\,T_e\rho$. Since $\partial_vS_e(E-H)=-mv/T_e$, the solution is
\begin{equation}
 \rho\propto\frac{e^{S_e/k_B}}{T_e}\propto\frac{d}{dE_e}e^{S_e/k_B}.
\end{equation}
If $e^{S_e/k_B}$ counts the electron states up to energy $E_e$, this is their density of states, and the scheme samples the constant-energy ensemble. Multiplying the zero-flux condition by $v$ and integrating by parts gives $m\langle v^2\rangle=k_B\langle T_e\rangle$ for each component: the mean temperatures agree even in a small cell, provided states with an exhausted cell have negligible weight.

The factor $1/T_e$ is visible in a small model with three velocity components, $k_B=m=1$, $S_e=12T_e$ and total energy 24. Sampling 10\,000 copies gave a mean kinetic energy of 2.82. Numerical integration gives 2.81 with the factor and 2.70 without it.

If $\gamma$ depends on $T_e$, the same steps give $\rho\propto e^{S_e/k_B}/(\gamma T_e)$, which is no longer the constant-energy ensemble. For several cells that exchange energy only through the atoms, the same steps give a product of such factors, one per cell. Conduction without noise between cells does not obey the result: it narrows the spread of the cell energies.

Fluctuations set a practical limit. In thermal equilibrium a cell of heat capacity $C$ in contact with large surroundings has an energy spread $T_e\sqrt{k_BC}$. With $C\propto T_e$ it stores $CT_e/2$, so the store is $\tfrac12\sqrt{C/k_B}$ standard deviations deep. At the end of the example $C=52k_B$, for which these formulas give a depth of 3.6 and a temperature spread of 14 per cent. With conduction on, the spread is smaller, near the $14/\sqrt{16}=3.5$ per cent of a single cell the size of the whole bar, because the noiseless conduction evens out the cells within about 51 fs, while exchange with the atoms needs about $C_e/G=0.55$ ps to renew the differences. The estimate is therefore a cautious one, and it matters most where conduction is weak. Much smaller or colder cells then risk negative energy. Resetting such a cell to zero would create energy; the run should be stopped and the cells enlarged.

\section{The example followed in time}

The bar is periodic in all directions, 25.1 nm long and divided into 16 cells. Morse bonds of depth 1 eV and range parameter 13 nm$^{-1}$ join nearest neighbours at fixed volume. All temperatures start at 300 K; the pulse, 2.5 eV/nm$^3$ on average, goes into one half and raises its electrons to 1492 K.

The slowest conduction mode of a ring of length $\ell$ decays in $\ell^2/(4\pi^2D)=51$ fs. At 40 fs the cells at the centres of the heated and unheated halves were at 1312 and 719 K, averaged over three runs. The two-temperature equations, solved numerically on the same grid with lattice heat capacity $3nk_B$, give 1309 and 717 K. The later stages, averaged over the bar, were:

\begin{center}
\begin{tabular}{ccccc}
time & \multicolumn{2}{c}{$T_e$ (K)} & \multicolumn{2}{c}{lattice rise (K)}\\
(ps) & atoms & equations & atoms & equations\\
0.1 & 1025 & 1020 & 14 & 16\\
0.5 & 812 & 822 & 68 & 66\\
1 & 622 & 637 & 105 & 103\\
2 & 470 & 470 & 128 & 128\\
5 & 436 & 432 & 132 & 132
\end{tabular}
\end{center}

The lattice rise in the atomistic columns is the heat delivered divided by $3Nk_B$, with $N$ the number of atoms. Over the first 2 ps it differs from the equations by 1.9 K root mean square. Against equations with $G$ doubled the difference is 22 K, so a factor of two in the friction would show.

The temperatures meet faster than $m/\gamma=4.58$ ps because the electrons cool as the atoms warm. Subtracting the two heat balances gives the gap a local decay rate $G(1/C_e+1/3nk_B)$, which is dominated by the smaller electron heat capacity. In the equations the gap between the bar averages starts at 596 K, grows briefly while the two halves equalise, and falls to a tenth of its starting value in 1.8 ps.

\section{Beside real platinum}

The material parameters are rough typical values for platinum, and $G$ is the least certain. Lowering it by 30 per cent lengthens the 1.8 ps to 2.6 ps. The linear law $C_e=sT_e$ weakens when the hot electrons sense the edge of the d band. A model with that edge 0.5 eV above the Fermi level, and a fifth of the density of states beyond it, lowers $C_e$ by 5 per cent at 1076 K and 13 per cent at 1492 K. These figures depend strongly on the assumed shape and are not values for platinum: with the edge at 0.3 eV they become 18 and 30 per cent, and a peak in the density of states at the Fermi level raises them further. The value of $s$ is a low-temperature one, which includes an electron--phonon mass enhancement that fades above the Debye temperature; an $s$ lower by 25 per cent at the same $\kappa_0$ shortens the 1.8 ps to 1.5 ps. A Debye temperature of 240 K puts the lattice heat capacity at 300 K 3 per cent below the classical value. Free expansion, suppressed here, would be about 0.12 per cent in length. Local diffusion fails at the scale of a cell: with a Fermi speed of roughly 500 nm/ps, the electron mean free path $3D/v_F$ is 1.9 nm, longer than a cell. Detail at cell width is therefore not physical. Scattering from the warmer lattice would also lower $D$, by about 30 per cent at the end if $D\propto1/T_k$. The model also gives the electrons a temperature from the first instant, whereas real electrons need time to reach one after a pulse. Neither this delay nor a dependence of $G$ on $T_e$ has been sized.

\section{Choosing the settings}

\begin{itemize}
\item Compute $\gamma/m=G/(3nk_B)$ with the $n$ of the material itself. In a partly empty cell, give the electrons only the occupied volume, so that $G$, $C_e$ and $n$ refer to the same matter.
\item Return the change in kinetic energy of each bath step, not an average and not a product with the old velocity.
\item With the order of operations used here, choose $dt$ from $dt^2\langle\omega^2\rangle/8$, the size of the energy error as a fraction of the heat exchanged in a nearly harmonic solid, and check the conduction limit separately. Another order can do much worse: with the bath step between the first half kick and the drift, the error keeps growing even after the atoms have reached the bath temperature.
\item Choose cells with $\tfrac12\sqrt{C/k_B}$ well above two at the lowest temperature expected; at two, a cell without conduction to its neighbours can still run out of energy.
\item Do not apply this friction unchanged to moving matter. Averaged over the noise, it slows a uniform flow at the rate $\gamma/m$, and momentum is not conserved.
\end{itemize}
